# Robin boundary condition for a truncated neutral semiconductor

## What a bad cut does

A Poisson–Schrödinger mesh for a transistor must end somewhere in the semiconductor body. Suppose it ends where a little of the surface potential still survives. Setting the electric field to zero there roughly doubles the remaining potential; setting the potential to zero removes it and roughly doubles the field. Both choices disturb the charge throughout the box, and the remedy of a deeper mesh costs nodes in a region where almost nothing happens.

The discarded material is simple: a neutral body that screens what reaches it. Its response can be put into one equation at the cut. That equation is linear, so we must also find how small the remaining potential has to be. The answer depends on whether we want the solution near the cut or the field at the gate surface.

## Conventions and the charge law

The algebra uses atomic units, with electron charge $-1$ and the Gaussian form of Poisson's equation. The coordinate $x$ runs from the surface, $x=0$, into the body, and the cut is at $x=L$. The material is uniform, in equilibrium and of relative permittivity $\epsilon$. Dopants are a smooth fixed charge of density $N$, so $\psi(x)$ is a plane-averaged potential. It is measured from its deep-bulk value, and $u=\psi/kT$.

An electron has potential energy $-\psi$. For Boltzmann carriers with bulk densities $n$ and $p$, the local densities are therefore $ne^u$ and $pe^{-u}$. Bulk neutrality for donors reads $N+p-n=0$, which gives the charge density

$$\rho=N+pe^{-u}-ne^u=-\left[n(e^u-1)-p(e^{-u}-1)\right].$$

Insert this in $\epsilon\psi''=-4\pi\rho$ and use $\psi=kT\,u$:

$$\epsilon kT\,u''=4\pi\left[n(e^u-1)-p(e^{-u}-1)\right].$$

For small $u$ the bracket is $(n+p)u$. We divide by this stiffness and define

$$\lambda^2u''=C(u),\qquad \frac1{\lambda^2}=\frac{4\pi(n+p)}{\epsilon kT},$$

so that $C(0)=0$ and $C'(0)=1$. Let $a=C''(0)$ be the curvature of the charge law. Differentiating the bracket twice gives

$$a=\frac{n-p}{n+p}.$$

Thus $a=1$ for electrons alone and $a=0$ in intrinsic material.

For Fermi–Dirac electrons with fixed donors, the local density is $n(\mu+\psi)$. Its first-order change is $\psi\,\partial n/\partial\mu$, so

$$\frac1{\lambda^2}=\frac{4\pi}{\epsilon}\frac{\partial n}{\partial\mu},\qquad a=kT\,\frac{\partial^2n/\partial\mu^2}{\partial n/\partial\mu}.$$

The screening length thus measures how readily the bulk density responds to a potential.

## The linear tail

Where $|u|$ is small, $\lambda^2u''=u$, with solution

$$u=Ae^{-x/\lambda}+Be^{x/\lambda}.$$

The discarded body extends to infinity and $u$ must vanish there, so $B=0$. Differentiation gives $u'=-u/\lambda$ at every point of the tail, whatever $A$ is. At the cut,

$$\boxed{\;\psi'(L)=-\frac{\psi(L)}{\lambda}\;}$$

This is a Robin condition: it fixes a combination of value and slope. By Gauss's law the field leaving the box equals the field absorbed by the screening charge outside. A very short $\lambda$ turns the condition into $\psi=0$, as for a metal; a very long one turns it into $\psi'=0$.

On a mesh of spacing $h$ with last node $M$ at $L$, integrate $\lambda^2u''=C$ over the last half cell:

$$\lambda^2\left[u'(L)-u'(L-h/2)\right]\simeq\frac h2C(u_M).$$

Put $u'(L)=-u_M/\lambda$ and $u'(L-h/2)\simeq(u_M-u_{M-1})/h$, then change the overall sign:

$$\frac{\lambda^2}{h}(u_M-u_{M-1})+\lambda u_M+\frac h2C(u_M)=0.$$

The condition adds the positive number $\lambda$ to one diagonal element of the Newton matrix and couples no new nodes.

## The nonlinear condition and the slope error

To judge the linear step we need the full tail. Multiply $\lambda^2u''=C(u)$ by $u'$. Both sides are then derivatives, and

$$\frac{\lambda^2u'^2}{2}-W(u)=K,\qquad W(u)=\int_0^uC(v)\,dv,$$

with $K$ constant. In the infinite body $u$ and $u'$ vanish at infinity, so $K=0$. Since $C$ has the sign of $u$, $W$ is positive for $u\ne0$. The slope therefore cannot vanish before $u$ does, and the decaying branch is

$$\lambda u'=-\operatorname{sgn}(u)\sqrt{2W(u)}.$$

Within the local model this condition replaces the discarded body without linearization. To compare it with Robin, write $C=u+au^2/2+bu^3/6+\dots$, where $b=C'''(0)$. Then

$$\frac{2W}{u^2}=1+\frac{au}{3}+\frac{bu^2}{12}+\dots$$

With $\sqrt{1+z}=1+z/2-z^2/8+\dots$,

$$R(u)\equiv\frac{\sqrt{2W}}{|u|}=1+\frac{au}{6}+\left(\frac b{24}-\frac{a^2}{72}\right)u^2+\dots$$

At the same $u_L=u(L)$, the Robin slope has relative error $1/R-1\simeq-au_L/6$. To keep this below $\tau$ at leading order requires

$$|u_L|\le\frac{6\tau}{|a|}.$$

For electrons alone, $C=e^u-1$ and $a=b=1$, so $R=1+u/6+u^2/36+\dots$. The quadratic terms cancel in the reciprocal:

$$\frac1R=1-\frac u6-\frac{u^2}{36}+\frac{u^2}{36}+O(u^3)=1-\frac u6+O(u^3).$$

The next even term is only $u^4/12960$, so the computed errors are nearly symmetric: $+16.58\%$ at $u=-1$ and $-16.57\%$ at $u=+1$. The 1% limit is $|u_L|=0.060$ for either sign, or 0.0016 eV at 300 K. In depletion ($u<0$) the electron density cannot fall below zero, so the real body supplies less screening charge than the linear law, and Robin makes the slope too steep. In accumulation the error reverses.

Two other cases show what the small parameter is.

- **Intrinsic material.** Here $C=\sinh u$ and $W=\cosh u-1=2\sinh^2(u/2)$, so $R=2\sinh(|u|/2)/|u|=1+u^2/24+\dots$. A 1% slope error is reached near $|u|=\sqrt{0.24}=0.49$.
- **Degenerate electrons.** With $\eta=\mu/kT\gg1$ measured from the band edge, $n\propto\eta^{3/2}$ for a parabolic band. The ratio of second to first derivative is $a\simeq1/(2\eta)$, and the criterion becomes $|\psi|\le12\tau\mu$. The Fermi energy, not $kT$, sets the scale. At $\eta=5$ the Fermi integrals give $a=0.109$, against the limiting estimate 0.1.

## How much error reaches the surface

Now let the local equation hold throughout $0<x<L$, and keep the surface potential $u_0$ fixed while the cut is changed. The constant $K$ carries the boundary error to the surface. Write $s=\lambda u'(0)$, and $s_0$ for its true value. Then

$$s_0^2=2W(u_0),\qquad s^2=2W(u_0)+2K.$$

Subtracting, $(s-s_0)(s+s_0)=2K$. For $|K|\ll s_0^2$ this gives

$$\delta s\simeq\frac K{s_0},\qquad\frac{\delta s}{s_0}\simeq\frac K{s_0^2}.$$

Let $t$ be the true infinite-body value of $u$ at $L$. Near the cut the linear solution in the box is

$$u\simeq te^{-(x-L)/\lambda}+Be^{(x-L)/\lambda},$$

where $B$ is the part sent back by an imperfect boundary. Going inward, the first part grows to order one over a distance in which the second shrinks by a factor of order $|t|$. The disturbance of the nonlinear region is then of order $Bt$, so at leading order the incoming amplitude remains $t$. Evaluating $K$ at $L$,

$$K\simeq\tfrac12(-t+B)^2-\tfrac12(t+B)^2=-2tB.$$

**Zero field.** The condition $-t+B=0$ gives $B=t$. The potential at the cut is doubled, and $K\simeq-2t^2$.

**Zero potential.** The condition $t+B=0$ gives $B=-t$. The slope is doubled, and $K\simeq+2t^2$.

**Robin.** The linear part of $B$ vanishes, so $u_L=t+O(t^2)$, and the first surviving term comes from the curvature of the charge law:

$$K=\frac{u_L^2}2-W(u_L)\simeq-\frac{a\,t^3}6.$$

Comparing this with $K=-2tB$ gives $B\simeq at^2/12$. The potential error at the cut is therefore $at/12$ relative to $t$.

The surface error is cubic for Robin and quadratic for the other two. For a relative surface-field error $\tau$, the leading-order limits are

$$|t|\le\left(\frac{6\tau s_0^2}{|a|}\right)^{1/3}\quad\text{(Robin)},\qquad |t|\le\left(\frac{\tau s_0^2}2\right)^{1/2}\quad\text{(the others)}.$$

When $a=0$ the Robin error starts at the next order: $K\simeq-bt^4/24$.

The length in the condition may itself be wrong. If $\lambda(1+\delta)$ is used, $\lambda u'(L)=-u_L/(1+\delta)$, and for small $\delta$

$$K\simeq\frac{u_L^2}2(1-2\delta)-\frac{u_L^2}2-\frac{au_L^3}6\simeq-\left(\delta\,t^2+\frac{a\,t^3}6\right).$$

An error of $\lambda$ matters more than linearization once $|\delta|>|at|/6$. Far out in the tail, a correct length is worth more than a nonlinear condition.

## Example: the body under a depleted gate

Take the n-type silicon body of a p-channel transistor at 300 K, with rough values $N=10^{17}\ \text{cm}^{-3}$ and $\epsilon=11.7$. The surface is depleted by 0.50 eV. With $kT=0.02585$ eV,

$$u_0=-\frac{0.50}{0.02585}=-19.34,\qquad\lambda=12.93\ \text{nm}.$$

Since $e^{u_0}$ is negligible,

$$s_0=\sqrt{2(e^{u_0}-1-u_0)}\simeq\sqrt{2\times18.34}=6.06.$$

The surface field is $s_0kT/(e\lambda)=6.06\times0.02585\ \text{V}/12.93\ \text{nm}=0.0121$ V/nm, or 0.121 MV/cm.

Integration of the nonlinear equation at fixed $u_0$ gives these surface-field errors, relative to the infinite body:

| $L$ (nm) | $t$ | Robin | zero field | zero potential |
|---|---|---|---|---|
| 90 | −0.257 | +0.0067% | −0.42% | +0.28% |
| 100 | −0.121 | +0.00076% | −0.085% | +0.071% |
| 120 | −0.026 | +0.000008% | −0.0038% | +0.0037% |

At 100 nm the Robin formula gives

$$\frac{-t^3/6}{s_0^2}=\frac{0.1212^3/6}{36.7}=8.1\times10^{-6},$$

or 0.00081%, against the computed 0.00076%. The difference is the next order. For $a=b=1$, $K=-(u_L^3/6)(1+u_L/4)$ and $u_L\simeq t+t^2/12$; together they multiply the leading result by $1+t/2=0.94$, which accounts for it.

For a target error of 0.01%, the Robin limit is $|t|=(6\times10^{-4}\times36.7)^{1/3}=0.28$, reached at 88.8 nm. The zero-field limit is $|t|=0.043$, reached at 113.6 nm. Robin saves about 25 nm of mesh. The errors actually found in these boxes are 0.0087% and 0.0102%, so the second leading-order limit is slightly optimistic.

At $|t|=0.28$ the Robin slope is nearly 5% too steep for a given potential at the cut. In the solved box this mismatch is shared: the potential there is too small in magnitude by about $|t|/12$, or 2%, and the slope is too steep by about as much, while the surface field is wrong by only about 0.01%. A user who needs the potential at the cut to a relative accuracy $\tau$ must keep $|t|\le12\tau/|a|$, which for $\tau=0.01\%$ is far stricter than the surface-field limit.

A 5% overestimate of $\lambda$ at $L=120$ nm changes the surface error from $+0.000008\%$ to $-0.000082\%$. The error is still tiny, but it is ten times larger and reversed in sign, as expected since $0.05$ far exceeds $|t|/6=0.004$.

The sign also reverses in accumulation. For $u_0=3$ and $u_L=0.1$, $s_0=-5.67$, and the formula gives $\delta s=-(0.1^3/6)/(-5.67)=2.9\times10^{-5}$; integration gives $3.0\times10^{-5}$. The positive change makes the negative slope smaller in magnitude.

## What quantum mechanics changes

A Schrödinger density is nonlocal. To see its effect on the tail, place a nondegenerate gas of mass $m$ in the weak potential energy $-kT\,v\cos qx$. First-order expansion of $e^{-H/kT}$ connects states $k$ and $k+q$ with the weight

$$\int_0^1dr\,\exp\left\{-\frac{(1-r)(k+q)^2+rk^2}{2mkT}\right\}.$$

Completing the square,

$$(1-r)(k+q)^2+rk^2=\left[k+(1-r)q\right]^2+r(1-r)q^2.$$

The sum over $k$ removes the shift in the first term. With $\int_0^1r(1-r)dr=1/6$, the relative density amplitude is

$$v\int_0^1dr\,e^{-r(1-r)q^2/2mkT}\simeq v(1-\ell^2q^2),\qquad\ell^2=\frac1{12mkT}.$$

Diagonalization in a weak cosine potential at $q\ell=0.1$ gives 0.994 for the coefficient of $-\ell^2q^2$. The shortfall is the next term: expanding the exponential once more, with $\int_0^1r^2(1-r)^2dr=1/30$, gives $1-0.6\,\ell^2q^2=0.994$.

In real space $-q^2$ becomes $d^2/dx^2$. The linear Poisson equation is then $\lambda^2u''=u+\ell^2u''$, and the tail length becomes $\sqrt{\lambda^2-\ell^2}$. Averaging $\ell^2$ over silicon's six valleys, with rough masses 0.92 (two valleys) and 0.19 (four) along $x$, gives $\ell=0.98$ nm. The tail length falls by 0.3%.

The wavefunctions' own boundary condition matters far more. Suppose they are forced to vanish at $L$. The states are then sines of the distance $y$ from the wall, with density proportional to $1-\cos2ky$. The thermal average over $k$ gives

$$\frac{n(y)}n=1-e^{-2mkTy^2}=1-e^{-y^2/6\ell^2}.$$

The missing electrons per unit area, divided by $n$, amount to

$$\int_0^\infty e^{-y^2/6\ell^2}dy=\frac{\sqrt{6\pi}}2\,\ell.$$

Averaged over the valleys this is 2.0 nm of bulk density. In the linear approximation, the tail charge beyond $L=100$ nm corresponds to $\lambda|t|=12.93\times0.1212=1.57$ nm. The artificial charge is 1.3 times the charge that the Robin condition is meant to represent. Near the cut one must therefore use the local density, or place the wall well beyond the Poisson boundary. In a linear estimate for $L=100$ nm, a wall $3\ell$ outside still leaves 0.23 nm of missing density in the box and a surface-field error near 0.006%, about eight times the Robin error; at $5\ell$, about 5 nm, the error falls to about 0.0006%, the size of the Robin error.

A quantum layer at the surface does not alter the boundary condition itself, which concerns the material beyond $L$. The surface-error formulas do assume a local charge law throughout the box. They are not established here for an inversion or accumulation layer with quantized states.

## The model beside a real transistor

The chosen doping is a plausible order for a bulk transistor body. A fully depleted film or fin has no neutral body to replace, and the condition does not apply. With graded doping, the cut must lie where the profile has become uniform.

Several neglected effects are small for these parameters. Degeneracy lengthens $\lambda$ by 0.06%. Donor filling, with a rough depth of 0.045 eV, leaves a fraction $f=0.038$ neutral. Free electrons contribute $N(1-f)$ to the stiffness and refilling donors $Nf(1-f)$; the sum is $N(1-f^2)$, and $\lambda$ changes by 0.07%. Surface holes number $2.5\times10^{-6}$ of the donors. The bending is below silicon's gap of about 1.1 eV, so it neither aligns the valence and conduction bands for tunnelling nor gives an initially cold carrier the energy to create a pair. Temperature is not a small matter: at 400 K, $\lambda=14.9$ nm, 15% longer, and it must be recomputed.

The assumption that fails most strongly is the smooth donor charge. A cube holding one donor on average has side $N^{-1/3}=21.5$ nm, which exceeds $\lambda$. Give each donor the linearly screened potential $u_1=(l/r)e^{-r/\lambda}$ with $l=1/(\epsilon kT)$. For independent random positions the variances from separate volume elements add:

$$\langle\delta u^2\rangle=N\int u_1^2\,d^3r=4\pi Nl^2\int_0^\infty e^{-2r/\lambda}dr=2\pi Nl^2\lambda=\frac l{2\lambda},$$

where the last step uses $1/\lambda^2=4\pi Nl$. The rms value at a single point is 0.43, or 0.011 eV. This is a rough figure, since linear screening fails close to a donor, but it is more than three times the plane-averaged tail of 0.0031 eV at 100 nm.

The same ratio $l/\lambda=0.37$ means that carrier correlation, left out of the Boltzmann law, is not negligible for the length. The Debye–Hückel shift of the chemical potential is $-kT\,l/2\lambda\propto n^{1/2}$, so $n\,\partial\mu/\partial n=kT(1-l/4\lambda)$ and $\lambda$ shortens by about 5%. Quantum spreading and the attraction to the donors reduce this to roughly 1.5–4%. The estimate is rough, but it is well above the shifts of 0.06–0.3% listed so far and comparable with $|t|/6=0.02$ at 100 nm. The $\lambda$ in the Robin condition should therefore be taken from the same charge law that is used inside the box, including any exchange–correlation term.

The effect on a small device can be estimated by counting. The depletion charge corresponds to a depth $s_0\lambda\simeq78$ nm, so a gate of 50 nm by 50 nm covers about 20 donors. Random placement scatters that number by $1/\sqrt{20}\simeq22\%$. At fixed bending, an extra donor at depth $x$ changes the surface field in proportion to $1-x/d$, where $d$ is the depletion depth, because the depletion edge retreats. The mean square of this factor is $1/3$, so the surface field averaged over the gate scatters by about $22\%/\sqrt3\simeq13\%$ if each donor's field is confined under the gate, as with insulating side walls. For a 50 nm patch of a wider depleted region the field of deep donors spreads sideways, and the scatter of the patch average is nearer 8%. The local field varies more strongly where a donor lies close to the surface. This one-dimensional estimate also leaves out the source and drain, which matter in a real transistor whose gate is shorter than the depletion depth, as here. The small percentages in the table therefore measure truncation error within the plane-averaged model, not the accuracy of a prediction for one small transistor.

## Table of computed values

```
Temperature 300 K; kT = 0.02585 eV
Donors 1.0e+17 cm^-3; relative permittivity 11.7
Surface depletion bending 0.50 eV; u0 = -19.341
Screening length lambda = 12.929 nm
Scaled surface slope s0 = 6.0565; from long box 6.0565
Surface field = 0.1211 MV/cm
Robin slope error at u=-1.0: +16.582 %
Robin slope error at u=-0.5: +8.322 %
Robin slope error at u=-0.1: +1.667 %
Robin slope error at u=+0.1: -1.667 %
Robin slope error at u=+0.5: -8.321 %
Robin slope error at u=+1.0: -16.567 %
1% slope error at u = -0.0600 and +0.0600
  as energies: -0.00155 and +0.00155 eV
Curvature a, holes/electrons=0.3: 0.5385
Curvature a, degenerate, eta=5: 0.1087
Surface-field errors in %, computed (leading-order formula):
L=90 nm: true tail u=-0.25682, -0.006639 eV
  Robin +0.006741 (+0.007697)
  zero field -0.41723 (-0.35962)
  zero potential +0.27744 (+0.35962)
L=100 nm: true tail u=-0.12121, -0.003134 eV
  Robin +0.000761 (+0.000809)
  zero field -0.08484 (-0.08010)
  zero potential +0.07064 (+0.08010)
L=120 nm: true tail u=-0.02622, -0.000678 eV
  Robin +0.000008 (+0.000008)
  zero field -0.00378 (-0.00375)
  zero potential +0.00365 (+0.00375)
Length wrong by 5%, L=120 nm: field error -0.000082 % (-0.000086)
Accumulation u0=3.0, u_L=0.1: scaled slope -5.6720, error +3.013e-05
Target surface-field error 0.01 %:
  Robin: |t|=0.2802, L=88.82 nm, got 0.00865 %
  zero field: |t|=0.0428, L=113.62 nm, got 0.01017 %
Quantum response coefficient (expected 1): 0.9940
Quantum length, rms over valleys: 0.9751 nm
Change of lambda, quantum: -0.285 %
Change of lambda, degeneracy: +0.063 %
Neutral donor fraction 0.0375 (depth 0.045 eV)
Change of lambda, donor filling: +0.070 %
lambda at 400 K = 14.929 nm
Surface holes / donors = 2.51e-06
Hard-wall missing layer = 2.019 nm of donor density
  missing charge / tail charge at L=100 nm: 1.289
Mean donor spacing = 21.54 nm
Random-donor rms potential: 0.429 kT = 0.0111 eV
```
